Mixing energy from unlike-neighbour counts in a Mo-W monolayer

**Problem**

The metal atoms of a Mo-W dichalcogenide monolayer occupy a triangular lattice with six nearest neighbours per site. A layer with equal numbers of Mo and W is held at 1000 K and quenched. An atom-resolved image then shows m = 3.3 unlike metal neighbours per site, averaged over all sites. Assume that the arrangement was in equilibrium at 1000 K, that the quench preserved it, and that only nearest-neighbour bond energies depend on the arrangement.

(a) Derive the quasi-chemical relation between m and the mixing energy per unlike bond, and infer that energy.

(b) The quasi-chemical relation neglects closed loops of bonds. Find how the triangles of the real lattice change the inferred energy.

(c) Estimate how far the result depends on the image size, the composition, the freezing temperature and second-neighbour energies, and state what the assumed thermal history requires.

**Solution**

**The energy being inferred**

Let E_MM, E_WW and E_MW be the energies of Mo-Mo, W-W and Mo-W bonds, and let N_MM, N_WW and N_MW be their numbers. Each Mo atom has six bond ends. A Mo-Mo bond uses two of them and a Mo-W bond uses one, and the same holds for W, so

6N_Mo = 2N_MM + N_MW,  6N_W = 2N_WW + N_MW.

Solving for N_MM and N_WW and inserting them in the total energy gives

E = N_MM E_MM + N_WW E_WW + N_MW E_MW
 = 3N_Mo E_MM + 3N_W E_WW + w N_MW,

w = E_MW − (E_MM + E_WW)/2.

The first two terms are the energies of the separated pure phases. Thus w is the mixing energy per unlike bond, and a negative w favours mixing. Turning one Mo-Mo and one W-W bond into two Mo-W bonds costs 2w. Each bond is shared by two sites, so N_MW = Nm/2 for N metal sites, and the mixing energy per metal atom is mw/2.

**(a) The quasi-chemical relation**

Consider one bond with atoms a and b at its ends. The quasi-chemical approximation assumes that, apart from this bond, the two ends are connected to independent surroundings. The surroundings of an end then contribute a factor f that depends only on the atom at that end. The two ends are equivalent, so f is the same function for both:

P(a,b) = f(a) f(b) exp(−E_ab/kT)/Z.

The chemical potentials that set the composition are included in f. In the following ratio every f cancels:

P(Mo,W) P(W,Mo) / [P(Mo,Mo) P(W,W)]
 = exp[−(2E_MW − E_MM − E_WW)/kT]
 = exp(−2w/kT).

Let p = m/6 be the fraction of unlike bonds and x the Mo fraction. The two orientations of an unlike bond are equally likely, so each has probability p/2. The probability of Mo at a given end is x, which leaves P(Mo,Mo) = x − p/2, and similarly P(W,W) = 1 − x − p/2. Therefore

(p/2)² / [(x − p/2)(1 − x − p/2)] = exp(−2w/kT).

At x = 1/2 both factors in the denominator equal (1 − p)/2. The left side becomes [p/(1 − p)]², and taking half the logarithm gives

w = −kT ln[p/(1 − p)] = −kT ln[m/(6 − m)].

Random mixing has m = 3 and gives w = 0, as it must. Here kT = 86.17 meV and p = 0.55, so

w = −86.17 meV × ln(0.55/0.45) = −17.3 meV per unlike bond.

The mixing energy is 3.3 × (−17.29 meV)/2 = −28.5 meV per metal atom.

The inference is sensitive because it rests on the small excess over three neighbours. Differentiation gives

dw/dm = −6kT/[m(6 − m)],

which is −58 meV per neighbour at m = 3.3. Counts of 3.2 and 3.4 would give −11.5 and −23.1 meV.

**(b) The effect of triangles**

Independent surroundings exist on a tree, where removing a bond disconnects its ends. On the triangular lattice the ends of every bond also share two neighbours. To include them, assign s = +1 to Mo and s = −1 to W. A bond then has configurational energy w(1 − ss′)/2. Apart from a constant factor, its Boltzmann weight is

exp(Kss′), K = w/(2kT).

At equal composition the symmetry between the species removes any field acting on s. The neighbour correlation is

u = ⟨ss′⟩ = (1 − p) − p = 1 − m/3 = −0.1.

In this notation the quasi-chemical relation p/(1 − p) = exp(−2K) becomes

u = [1 − exp(−2K)]/[1 + exp(−2K)] = tanh K.

Because ss′ is either +1 or −1, each bond weight can be written as

exp(Kss′) = cosh K (1 + t ss′), t = tanh K.

Multiply out the product over all bonds and sum over the spins. A term survives only if every spin appears an even number of times. In the numerator of ⟨s₀s₁⟩, the factor s₀s₁ already supplies one spin at each end, so the selected bonds must form a path from site 0 to site 1, possibly accompanied by closed loops. The smallest loop is a triangle, of order t³. Together with the shortest path it first enters at order t⁴. The parts proportional to the lattice size cancel against the denominator, so loops do not affect u through order t³.

It remains to count paths:

- One path has one bond, the direct one.
- Two paths have two bonds, one through each common neighbour.
- Four paths have three bonds. Each passes through one common neighbour c and one further site, which is adjacent either to 0 and c or to c and 1. Two choices of c and two positions of the further site give four.

Hence

u = t + 2t² + 4t³ + O(t⁴).

For negative t the direct term favours unlike neighbours, but the second term is positive. If two atoms both tend to differ from a common neighbour, they tend to resemble each other. This opposes the direct preference, so a larger |w| is needed to produce the same count.

Setting the three-term expression equal to −0.1 gives t = −0.1227:

−0.1227 + 0.0301 − 0.0074 = −0.1000.

Then w = 2kT artanh t = −21.3 meV.

The neglected higher orders can be included numerically. Wrap the lattice into a long cylinder with L sites around it, and let σ and σ′ be the spin arrangements of successive rows. The bonds added with each row give

B(σ,σ′) = Σᵢ [σᵢσᵢ₊₁ + σᵢσ′ᵢ + σᵢσ′ᵢ₊₁],

T(σ,σ′) = exp[K B(σ,σ′)].

Multiplying these matrices sums over all arrangements. For a long cylinder the largest eigenvalue λ dominates, so ln Z per row is ln λ. Differentiating ln Z with respect to K gives the mean of B, and each row contains 3L bonds:

u = (1/3L) d ln λ/dK.

Solving u = −0.1 with L = 8 gives K = −0.1256 and

w = 2 × 86.17 meV × (−0.1256) = −21.65 meV per unlike bond.

A cylinder with L = 6 gives the same value to 0.01 meV. A separate Monte Carlo simulation at this w returns m = 3.300. By contrast, the quasi-chemical value w = −17.3 meV would produce m = 3.25 on the triangular lattice.

The nearest-neighbour energy is therefore about 25 percent larger in magnitude than the quasi-chemical estimate. The leading terms explain the size of this correction. Inverting u ≈ K + 2K² to the same order gives K ≈ u(1 − 2u), an increase of 20 percent at u = −0.1; higher orders supply the rest. The relative correction vanishes as mixing becomes random.

The opposite limit shows where the quasi-chemical relation fails. A triangle containing two species has at most two unlike bonds out of three, so p cannot exceed 2/3 and m cannot exceed 4. The quasi-chemical relation instead approaches m = 6 for strong attraction between unlike atoms. At K = −2 it predicts 5.89, whereas the cylinder calculation gives 4.00.

**(c) Reliability of the inference**

*Image size.* Let B now be the sum of ss′ over all 3N bonds. Since Z = Σ exp(KB), the first derivative of ln Z is ⟨B⟩ and the second is the variance of B. With ⟨B⟩ = 3Nu,

Var(B) = 3N du/dK.

The sampled correlation is B/(3N), so its standard deviation is √[(du/dK)/(3N)]. For N = 2304 and du/dK = 0.631 this is 0.0096, or 0.029 in m. Dividing by du/dK and multiplying by 2kT gives a standard error of 2.6 meV in the triangular-lattice w. This assumes that every atom is identified correctly.

*Composition.* If the imaged region contained 45 percent Mo with the same m, the general quasi-chemical relation would give

w = −(86.17 meV/2) ln[0.275²/(0.175 × 0.275)] = −19.5 meV,

instead of −17.3 meV. On the triangular lattice the shift is larger, from −21.7 to −25.1 meV.

*Freezing temperature.* The count determines w/kT, not w alone. If atoms continued to exchange until 800 K, both estimates shrink by one fifth, to −13.8 meV in the quasi-chemical approximation and −17.3 meV on the triangular lattice. The agreement of the latter with the original quasi-chemical value is accidental.

*Second neighbours.* Hold the first-neighbour energy at −21.65 meV and add a second-neighbour energy one quarter as large. With the same sign, simulation gives m = 3.27, which a first-neighbour analysis would read as about −19 meV. With the opposite sign, m = 3.33 and the reading is about −25 meV. One average count cannot separate the two energies; further data from the image, such as counts of second-neighbour pairs, are needed.

*Thermal history.* Suppose that an atom exchanges places at the rate ν exp(−E_b/kT), with ν = 10¹³ s⁻¹. At least one exchange per atom during a one-hour hold requires

E_b < kT ln(νt) = 0.08617 eV × ln(3.6 × 10¹⁶) = 3.29 eV.

As a criterion for a quench that preserves the arrangement, take fewer than one exchange per atom during cooling at R = 100 K/s. Near the initial temperature T,

E_b/(kT′) ≈ E_b/(kT) + E_b(T − T′)/(kT²),

so integrating the rate over T′ and dividing by R gives approximately

n ≈ ν exp(−E_b/kT) kT²/(E_b R).

Numerical integration of the full rate down to 300 K puts n = 1 at E_b = 2.48 eV. For this hold time, cooling rate and attempt rate, the two criteria together place the barrier between about 2.5 and 3.3 eV. The lower limit is gradual: a somewhat smaller barrier lets the arrangement follow the falling temperature for a while before it freezes. At 2.3 eV, for example, the last exchange per atom begins near 930 K, and, if the arrangement relaxes at about the exchange rate, assuming 1000 K would overstate |w| by roughly a tenth. The upper limit is necessary but not sufficient, since equilibration may take many exchanges per atom. The window also assumes that every atom can attempt an exchange at the rate ν. If exchange requires a neighbouring metal vacancy, ν is multiplied by roughly the vacancy fraction c, and both limits fall by about kT ln(1/c).

**Comparison with real layers**

The count of 3.3 is an assumed value, not a measurement on a particular layer. It corresponds to a mixing energy of −28.5 meV per metal atom in the quasi-chemical approximation and −35.7 meV on the triangular lattice. Such a value can be compared with a calculated mixing energy for the real alloy. If the equilibrium mixing energy mw/2 were −10 meV per metal atom, for example, the triangular-lattice model would give only m = 3.10 at 1000 K. A value calculated for a random alloy corresponds to 3w/2 instead, which for −10 meV gives m = 3.11. Either reading holds only as far as nearest-neighbour energies dominate the calculated value. The inference also depends critically on the assumption of equilibrium. Freezing at 800 K changes w by one fifth, but if the arrangement was fixed by the order in which atoms attached during growth, the count does not determine a mixing energy at all.

Values computed for the example and the checks

```
Temperature: 1000 K; kT: 86.173 meV
Observed unlike neighbours m: 3.30 per site
Unlike-bond fraction p: 0.550
Neighbour correlation u: -0.100
Pair-law w: -17.29 meV per unlike bond
Pair-law exchange energy 2w: -34.58 meV
Pair-law mixing energy: -28.53 meV per metal atom
Tree enumeration m at pair-law w: 3.3000 per site
Pair-law w if m=3.2: -11.51 meV
Pair-law w if m=3.4: -23.12 meV
Simple paths of 1, 2, 3 steps: 1 2 4
Path-series t: -0.12273; w: -21.26 meV
Triangular K: -0.12561; w: -21.65 meV
Triangular w, cylinder width 6: -21.65 meV
Triangular mixing energy: -35.72 meV per atom
Triangular m at pair-law w: 3.250 per site
Monte Carlo m at triangular w: 3.2998 per site
Largest possible m on triangles: 4.0 per site
Strong-order test K=-2.0: lattice m=3.999, pair m=5.892
Image size: 2304 metal sites; du/dK: 0.6310
Image scatter of m: predicted 0.0287, simulated 0.0290
Image standard error of triangular w: 2.61 meV
Pair-law w if Mo fraction=0.45: -19.47 meV
Freezing at 800 K: pair w=-13.83 meV, triangular w=-17.32 meV
Second-neighbour energy magnitude: 5.41 meV per bond
Same-sign second neighbour: m=3.273, first-neighbour reading=-19.28 meV
Opposite-sign second neighbour: m=3.333, first-neighbour reading=-24.77 meV
Attempt rate: 1.0e+13 /s; hold: 3600 s; cooling: 100 K/s
Exchange-barrier window: 2.48 to 3.29 eV
```
